Squaring the Dirac Determinant and the Logarithmic Charge Renormalization, part 2

A Dirac field of mass m > 0 is placed in a smooth electromagnetic background in flat Euclidean four-space, with ħ = c = 1. The problem is to derive the divergence of the effective action Γ = −ln Det(D̸ + m), measured from its value without a field, and the relation between the bare charge e₀ and the charge e seen by weak, slowly varying fields:

Γ = (e²/48π²) E₁(m²/Λ²) ∫d⁴x F_μνF_μν + terms finite as Λ → ∞,  (2)

1/e² = 1/e₀² + E₁(m²/Λ²)/(12π²).  (3)

Here E₁(x) = ∫ₓ^∞ dt e^(−t)/t, and proper time s is cut off at 1/Λ². Repeated indices are summed from 1 to 4. The hermitian Dirac matrices satisfy γ_μγ_ν + γ_νγ_μ = 2δ_μν; γ₅ = γ₁γ₂γ₃γ₄ anticommutes with each γ_μ. Also

D_μ = ∂_μ + ieA_μ,  D̸ = γ_μD_μ,
F_μν = ∂_μA_ν − ∂_νA_μ,  σ_μν = (i/2)[γ_μ,γ_ν].

The particle has charge −e. A magnetic field is F₁₂ = −F₂₁ = B, and the spin component along it is S = −σ₁₂/2.

For positive a and b,

ln(a/b) = −∫₀^∞ (ds/s) (e^(−sa) − e^(−sb)).  (7)

With Tr including the space integral and the sum over four spinor components,

Γ = ½ ∫_(1/Λ²)^∞ (ds/s) e^(−m²s) Tr(e^(sD̸²) − e^(s∂²)).  (8)

The kernel coefficients b_n, with b₀ = 1 at z = 0, obey

z_μD_μb₀ = 0,
(n + z_μD_μ)b_n = (D² + E)b_(n−1) for n ≥ 1.  (11)

For any smooth function h,

d[r h(rz)]/dr = [(1 + z_ν∂_ν)h](rz).  (13)

In the gauge z_μA_μ(z) = 0,

A_μ(z) = ∫₀¹ dt t z_νF_νμ(tz) = ½ z_νF_νμ(0) + O(z²).  (14)

The lattice and block-matrix entries in the final output test ln Det(D̸ + m) = ½ ln Det(m² − D̸²). The lattice has 3⁴ sites and random link phases; adding a Wilson term breaks the equality. The block matrix has seven components of one chirality and four of the other.

## The second heat-kernel coefficient and the charge

The symbols carried over are these. The squared Dirac operator is D̸² = D² + E, with D_μ = ∂_μ + ieA_μ and E = (e/2)σ_μνF_μν. The effective action is given by (8) as a proper-time integral over s > 1/Λ². The diagonal of the kernel of e^(sD̸²) is (4πs)^(−2)(b₀ + s b₁ + s² b₂ + …), and the coefficients satisfy the recursion (11). The starting point y is the origin, z is the distance from it, and in the gauge z_μA_μ = 0 the potential is given by (14). F² stands for F_μνF_μν summed over all μ and ν, so a magnetic field B has F² = 2B².

In this gauge z_μD_μ = z_μ∂_μ. The first equation of (11) says that b₀ is constant along every ray from the origin, and its value at the origin is one. Hence b₀ = 1 everywhere near the origin. The equation for b₁ becomes

(1 + z_μ∂_μ)b₁ = f,
f = (D² + E)1 = ie ∂_μA_μ − e²A_μA_μ + E.  (15)

The expression for f follows from D_μ1 = ieA_μ, on which D_μ acts once more. By (13), the solution that is regular at the origin is

b₁(z) = ∫₀¹ dt f(tz).  (16)

At z = 0 the potential vanishes, and by (14) its divergence is ½F_μμ = 0. Thus b₁(0) = E(0).

For n = 2 the term z_μD_μb₂ in (11) vanishes at the origin, which leaves 2b₂ = (D² + E)b₁. Written out,

D²b₁ = ∂²b₁ + 2ieA_μ∂_μb₁ + ie(∂_μA_μ)b₁ − e²A_μA_μb₁.

The last three terms vanish at the origin because A_μ and ∂_μA_μ do. Two derivatives of f(tz) with respect to z bring out a factor t², and ∫₀¹dt t² = 1/3. Therefore

2b₂(0) = (1/3)∂²f(0) + E(0)².  (17)

The three parts of ∂²f are evaluated in turn. From (14), ∂_ρA_μ = ½F_ρμ at the origin, and so

∂²(A_μA_μ) = 2(∂_ρA_μ)(∂_ρA_μ) + 2A_μ∂²A_μ = 2·¼F² + 0 = ½F².

For the divergence, differentiate the integral in (14). The term in which the derivative acts on z_ν contains F_μμ = 0. With J_ν = ∂_μF_μν, the other term gives

∂_μA_μ(z) = −∫₀¹ dt t² z_νJ_ν(tz).

At the origin the Laplacian of z_νJ_ν(tz) is 2t∂_νJ_ν. This vanishes, because ∂_ν∂_μF_μν contracts symmetric derivatives with an antisymmetric field. The first part of f thus contributes nothing. The third part contributes ∂²E. Equation (17) becomes

b₂(x,x) = ½E² − e²F²/12 + ∂²E/6.  (18)

Since the origin was an arbitrary point and every term is gauge invariant, (18) holds at each x.

The three terms can be seen separately in a magnetic field that varies in one direction, eB(x) = b cos x. Lengths are measured in units of the inverse wavenumber of the field, and b = 1.5. At x = 0.7 the field is eB = 1.1473. For an eigenvalue σ₁₂ = ±1 the matrix E is the number ±eB, and its Laplacian is ∓eB because the second derivative of the cosine is minus the cosine. The terms of (18) are

½E² = ½(1.1473)² = 0.6581,
−e²F²/12 = −2(1.1473)²/12 = −0.2194,
∂²E/6 = ∓1.1473/6 = ∓0.1912.

Their sum is 0.2475 for σ₁₂ = +1 and 0.6299 for σ₁₂ = −1, the cases labelled spin up and spin down in the output; these labels refer to the sign of σ₁₂, so the spin component S = −σ₁₂/2 is −½ and +½ respectively. Without the spin term it is −0.2194. Diagonalizing the operator and taking the local kernel to small s reproduces all three values to the digits shown. The local coefficients for the two spin orientations differ because the field is not uniform. The term responsible, ∂²E/6, changes sign with the spin and drops out of the trace.

For the spin trace, note first that a commutator has zero trace, so tr σ_μν = 0 and tr E = tr ∂²E = 0. The two orderings of each index pair contribute equally to ½σ_μνF_μν, which is therefore the sum over pairs μ < ν of σ_μνF_μν. For such a pair σ_μν = iγ_μγ_ν has square one and trace of the square four. The product of two different σ matrices is proportional to another σ if they share one index, and to γ₅ if they share none. Both are traceless; for γ₅ this follows from tr γ₅ = tr(γ₁γ₅γ₁) = −tr γ₅. The cross terms vanish, and

tr E² = 4e² Σ_(μ<ν) F_μν² = 2e²F².

The unit matrix has trace four, so

tr b₂ = ½·2e²F² − 4·e²F²/12 = (1 − 1/3)e²F² = (2/3)e²F².  (19)

The spin contributes +1 and the orbital motion −1/3. The diagonalization gives 1.000 and −0.3333 for these two parts.

A uniform magnetic field provides a limiting case in which the whole trace can be summed. The operators Π₁ = −iD₁ and Π₂ = −iD₂ have a constant commutator of magnitude |eB|, as do the position and momentum of an oscillator, so Π₁² + Π₂² has the levels (2n+1)|eB|. On a rectangle of sides L₁ and L₂ the momentum k along the second side is spaced by 2π/L₂, and the centre of the orbit moves by 1/|eB| per unit of k. Each level therefore has L₁L₂|eB|/2π states. With u = s|eB|, the trace per unit area without spin is

(|eB|/2π) Σ_n e^(−(2n+1)u) = (1/4πs) u/sinh u = (1/4πs)(1 − u²/6 + …).

The spin term multiplies this by e^u or e^(−u), whose average is cosh u, giving

(1/4πs) u coth u = (1/4πs)(1 + u²/3 + …).

Multiplied by the four spinor components, the coefficients of s² are −(2/3)e²B² and (4/3)e²B². With F² = 2B² these are −(1/3)e²F² and (2/3)e²F², in agreement with (19). For one spin orientation the spin energy cancels the zero-point energy of the lowest orbit. These levels at zero dominate at large u, where u coth u approaches u while u/sinh u decays exponentially. At small u, the regime that fixes b₂, all levels contribute, and the trace rises because the term u²/2 from cosh u outweighs the orbital term −u²/6.

The divergence now follows from (8). The term b₀ cancels against the trace without a field, and tr b₁ = tr E vanishes. The term b₂ gives

½ ∫_(1/Λ²)^∞ (ds/s) e^(−m²s) (1/16π²s²) s² (2/3)e² ∫d⁴x F²
   = (e²/48π²) ∫d⁴x F² ∫_(1/Λ²)^∞ (ds/s) e^(−m²s).

The substitution t = m²s turns the last integral into E₁(m²/Λ²), and this is the first term of (2). What remains of the trace after b₀, b₁ and b₂ have been removed is of order s³/s² = s. Divided by s it is integrable down to s = 0, so the remainder has a finite limit, approached with an error of order 1/Λ². At large s the factor e^(−m²s) ensures convergence, because −D̸² has no negative eigenvalues.

The form of E₁ at small argument comes from an integration by parts:

E₁(x) = −e^(−x) ln x + ∫ₓ^∞ dt e^(−t) ln t → −ln x − γ_E,

where γ_E = −∫₀^∞ dt e^(−t) ln t = 0.5772… is Euler's constant. With x = m²/Λ² the divergence is ln(Λ²/m²) − γ_E.

The separation into a logarithm and a finite rest can be followed in the field b cos x above, with directions 1 and 2 closed into a torus of side 2π, the other two left infinite, and fermion mass m = 1. The average of e²F² is 2b²·½ = 2.25. Lowering the smallest proper time from 0.02 to 0.01 doubles Λ². According to the b₂ term, Γ per volume should grow by

(2.25/48π²) ∫_(0.01)^(0.02) (ds/s) e^(−s) ≈ 0.00475 (ln 2 − 0.01) = 0.00324.

The spectrum gives 0.003235, and the unrounded b₂ value is 0.003245. The difference is −9.4×10⁻⁶, or 0.3 per cent of the b₂ term. The corresponding difference for the interval from 0.02 to 0.04 is −1.87×10⁻⁵, larger by a factor 1.98. A remainder whose integrand tends to a constant must grow nearly in proportion to the length of the interval, and here that length doubles. Over the whole range from 0.01 to 40 the spectrum gives 0.0181 and the b₂ term 0.0192, so the finite part is about −6 per cent of the b₂ term at this cutoff.

The charge relation is obtained by adding the classical action. Let A₀ be the bare potential with action ¼∫F₀². The determinant depends on charge and potential through their product, so set 𝒜 = e₀A₀, with field strength ℱ. Since e²/48π² = ¼·e²/12π², the terms quadratic in a weak, slowly varying field are

¼ ∫d⁴x ℱ² [1/e₀² + E₁(m²/Λ²)/(12π²)].  (20)

No other coefficient contributes here. The coefficient b_n has the dimension of a mass to the power 2n, and F² without derivatives has dimension four, which singles out n = 2. The bracket in (20) is by definition 1/e², and this is (3). The potential 𝒜 is held fixed because it is what enters the phase of a charged particle. In terms of A = 𝒜/e the action has its usual form ¼∫F².

Because the loop term in (20) is positive, a given 𝒜 costs more action than it would without the loop, and e is smaller than e₀. The vacuum screens the charge. The sign combines two facts: the spin term dominates in (19), and a fermion determinant enters the action with a minus sign. For a complex scalar field the action is +ln Det(−D² + m²), and there is no spin term. Then (7) and (18) give −(1/16π²)(−e²/12)E₁∫F² = (e²/192π²)E₁∫F². This is also positive, so charged scalars screen as well, with a quarter of the strength.

The coefficient 1/12π² can be found without squaring the operator. Expand −Tr ln(D̸ + m) to second order in V = ieA̸, with the free propagator S(k) = (ik̸ + m)^(−1). The result is ½Tr(SVSV), or

−½e² ∫_q A_μ(−q)A_ν(q) I_μν(q),  I_μν(q) = ∫_k tr[γ_μS(k)γ_νS(k+q)],

where ∫_k and ∫_q denote integrals over d⁴k/(2π)⁴ and d⁴q/(2π)⁴. An action (c/4)∫F² is ½c∫_q A_μ(−q)(q²δ_μν − q_μq_ν)A_ν(q). For q along direction 4 and μ = ν = 1, cq² is therefore the term of order q² in −e²I₁₁. Expanding S(k+q) to this order gives S(iγ₄)S(iγ₄)S q² = −Sγ₄Sγ₄S q², and so

c = e² ∫_k tr[γ₁Sγ₁Sγ₄Sγ₄S].

The integral diverges logarithmically. Subtracting the same loop with a larger mass M, as in Pauli–Villars regularization, makes it finite. In (8) this subtraction replaces E₁ by ∫₀^∞(ds/s)(e^(−m²s) − e^(−M²s)) = ln(M²/m²), by (7). The prediction is c/e² = ln(M²/m²)/(12π²), which for M = 5m equals 0.027178. Numerical integration of the momentum loop gives the same number.

The two regulators agree on the factor multiplying the logarithm, while the constant −γ_E belongs to the sharp proper-time cutoff. Redefining Λ by a numerical factor changes the constant and leaves the coefficient of ln Λ² alone.

If the long-distance charge is held fixed, (3) tells how the bare charge must vary with the cutoff. With x = m²/Λ², dE₁/dx = −e^(−x)/x and dx/d ln Λ = −2x, so dE₁/d ln Λ = 2e^(−x). Differentiating 1/e₀² = 1/e² − E₁/(12π²) gives −2e₀^(−3) de₀/d ln Λ = −2e^(−x)/(12π²), or

Λ de₀/dΛ = e₀³ e^(−m²/Λ²)/(12π²).  (21)

For Λ ≫ m the exponential is one. For Λ ≪ m it suppresses the change: a fermion much heavier than the cutoff does not contribute to the running.

In terms of α = e²/4π, multiplication of (3) by 4π gives

1/α₀ = 1/α − E₁(m²/Λ²)/(3π).

Take the electron loop alone, with m = 0.510999 MeV, 1/α = 137.036 and Λ = 100 GeV. Then ln(Λ²/m²) = 24.3686 and E₁ = 24.3686 − 0.5772 = 23.7914. The shift is 23.791/(3π) = 2.524, so

1/α₀ = 137.036 − 2.524 = 134.512.

The bare coupling exceeds the long-distance one by 1.9 per cent, although the cutoff is some 200,000 times the electron mass. This figure describes a vacuum with electrons as the only charged particles. Other charged particles lighter than the cutoff would add their own loops. Photons exchanged within the loop, omitted in (3), correct the shift by a fraction of order α, so the last digits of 134.512 belong to the one-loop formula only.

The same formula makes 1/α₀ vanish when E₁ = 3π/α, that is, at

ln(Λ/m) = ½(3π/α + γ_E) = 646.1,

or Λ of order 10²⁷⁷ GeV. This is not a prediction of a divergence at that scale. Equation (3) treats the electromagnetic field as a background and omits photons exchanged within the loop. That omission is justified while α₀ is small, and α₀ has ceased to be small before the formal pole is reached.

The other assumptions limit the result in different ways. A strong field, with |eF| comparable to m² or larger, changes the finite part of Γ but leaves the logarithmic divergence as it is, since (18) requires smoothness and no weakness of the field. A field with jumps or singularities, or a space with boundaries, falls outside the derivation of (18). As m → 0 at fixed Λ, E₁ grows without limit. The charge at zero momentum then ceases to be a useful parameter, and the coupling has to be defined at a nonzero momentum or field strength.

Calculated quantities

```
tr[(sigma.F/2)^2] / F^2, random F: 2 (dimensionless)
lattice side: 3 sites
lattice mass: 0.3 (lattice units)
lattice ln Det(Dslash+m): 19.22838123 (dimensionless)
lattice half ln Det(m^2-Dslash^2): 19.22838123 (dimensionless)
with Wilson term, ln|Det(D+m)|: 472.164 (dimensionless)
with Wilson term, half ln|Det(m^2-D^2)|: 447.682 (dimensionless)
zero modes in the 7+4 block matrix: 3 modes
block matrix ln Det(D+m): 4.4779473 (dimensionless)
block matrix half ln Det(m^2-D^2): 4.4779473 (dimensionless)
Nonuniform field eB(x) = b cos x, unit of length = 1/wavenumber
amplitude b: 1.5 (wavenumber^2)
point x: 0.7 (1/wavenumber)
eB at that point: 1.14726 (wavenumber^2)
b2 no spin, diagonalization: -0.219369 (wavenumber^4)
b2 no spin, formula: -0.219369 (wavenumber^4)
b2 spin up, diagonalization: 0.247527 (wavenumber^4)
b2 spin up, formula: 0.247527 (wavenumber^4)
b2 spin down, diagonalization: 0.629948 (wavenumber^4)
b2 spin down, formula: 0.629948 (wavenumber^4)
orbital part of tr b2 / (e^2 F^2), numerical: -0.333333 (dimensionless)
spin part of tr b2 / (e^2 F^2), numerical: 1 (dimensionless)
tr b2 / (e^2 F^2), numerical: 0.666667 (dimensionless)
fermion mass in this field: 1 (wavenumber)
mean e^2 F^2: 2.25 (wavenumber^4)
Gamma/volume, s from 0.01 to 0.02, spectra: 0.00323549 (wavenumber^4)
same, b2 term alone: 0.00324491 (wavenumber^4)
remainder, s from 0.01 to 0.02: -9.421e-06 (wavenumber^4)
remainder, s from 0.02 to 0.04: -1.868e-05 (wavenumber^4)
ratio of these remainders: 1.983 (dimensionless)
Gamma/volume, s from 0.01 to 40, spectra: 0.0181085 (wavenumber^4)
same, b2 term alone: 0.0191779 (wavenumber^4)
Pauli-Villars mass / fermion mass: 5 (dimensionless)
momentum-loop coefficient of e^2 F^2/4: 0.027178359 (dimensionless)
ln(M^2/m^2)/(12 pi^2): 0.027178359 (dimensionless)
electron mass: 0.510999 MeV
cutoff Lambda: 100 GeV
ln(Lambda^2/m^2): 24.3686 (dimensionless)
E1(m^2/Lambda^2): 23.7914 (dimensionless)
1/alpha, long distance: 137.036 (dimensionless)
shift E1/(3 pi): 2.52435 (dimensionless)
1/alpha0, bare: 134.51165 (dimensionless)
alpha0/alpha: 1.01877 (dimensionless)
bare charge e0: 0.30565 (dimensionless)
Lambda de0/dLambda, finite difference: 0.000241098 (dimensionless)
e0^3/(12 pi^2): 0.000241098 (dimensionless)
ln(Lambda/m) where 1/alpha0 = 0: 646.056 (dimensionless)
log10 of that Lambda in GeV: 277.3 (dimensionless)
```
